# The small-q part of the GW gap and its mesh error, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the region near q = 0 adds to the gap

### What goes wrong without it

The GW self-energy of a crystal contains an integral over the momentum transfer $\mathbf q$. In a calculation this becomes a sum over a mesh of $N_k$ points. One term of the sum, at $\mathbf q=0$, contains $4\pi/q^2$ and is infinite. Leaving it out looks harmless, since it is one point among many and the integral itself is finite.

It is not harmless. In the model insulator treated below, an $8\times8\times8$ mesh without this term gives a self-energy gap that is 0.148 eV smaller than the converged integral of the same model. Doubling the number of divisions in each direction costs eight times as many points and only about halves the error.

This half derives the contribution of a small sphere $|\mathbf q|<q_0$ to the gap,

$$\Delta(q_0)=\frac{2q_0}{\pi\,\epsilon_\infty}+O(q_0^3).$$

The second half turns it into a mesh error. The error does fall as $N_k^{-1/3}$, but the sphere accounts for only part of its coefficient.

### Assumptions and conventions

Hartree atomic units are used. The crystal is a three-dimensional insulator of cubic symmetry with clamped nuclei, so that the long-wavelength static screening is described by one number, the electronic dielectric constant $\epsilon_\infty$. The cell volume is $\Omega$.

The Green function $G$ has poles at band energies $\varepsilon_{n\mathbf k}$. The time-ordered screened interaction is $W=v+W_c$, where $v$ is the bare Coulomb interaction and $W_c$ is the part due to polarization. The self-energy is

$$\Sigma(E)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,e^{i\eta\omega}\,G(E+\omega)\,W(\omega),\qquad \eta\to0^+ .$$

"Gap" here means the self-energy difference $\Sigma_c-\Sigma_v$ between the lowest empty state $c$ and the highest occupied state $v$. Each self-energy is taken at the energy of that state's own pole in $G$. What changes if it is not is discussed at the end of this half.

### Which terms are singular

In the diagonal element of $\Sigma$ for the state $n\mathbf k$, an intermediate state $m,\mathbf k-\mathbf q$ enters with the matrix elements

$$M_{nm}(\mathbf q+\mathbf K)=\langle n\mathbf k|e^{i(\mathbf q+\mathbf K)\cdot\mathbf r}|m,\mathbf k-\mathbf q\rangle ,$$

where $\mathbf K$ is a reciprocal lattice vector. For $\mathbf K=0$ this is the overlap $\langle u_{n\mathbf k}|u_{m,\mathbf k-\mathbf q}\rangle$ of the cell-periodic parts of the Bloch functions.

To find its size for $m\ne n$, write the Hamiltonian for the periodic parts with a local potential, $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$. Then

$$H_{\mathbf k-\mathbf q}=H_{\mathbf k}-\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2 .$$

First-order perturbation theory in $\mathbf q$ gives, because the constant $\mathbf q\cdot\mathbf k$ does not couple orthogonal states,

$$\langle u_{n\mathbf k}|u_{m,\mathbf k-\mathbf q}\rangle=-\frac{\mathbf q\cdot\langle u_{n\mathbf k}|\mathbf p|u_{m\mathbf k}\rangle}{\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k}}+O(q^2).$$

The interband weight $|M_{nm}|^2$ is therefore $O(q^2)$. It cancels the $1/q^2$ of the Coulomb interaction and leaves a finite integrand. Completeness gives $\sum_m|M_{nm}|^2=1$, so the intraband weight is $1-O(q^2)$. If $n$ belongs to a degenerate set, as at many valence-band tops, the same holds for the sum of the weights over the set.

The screened interaction is a matrix in $\mathbf K,\mathbf K'$, and its elements fall into three groups.

- The head, $\mathbf K=\mathbf K'=0$, behaves as $1/q^2$.
- The wings, with one of the two vectors zero, behave as $1/q$. Their leading part is odd under $\mathbf q\to-\mathbf q$, while the matrix elements multiplying it tend to constants.
- The body is finite.

An odd term integrates to zero over a sphere centred at $\mathbf q=0$. The $1/q^2$ singularity thus comes from the intraband head alone, and the corrections to the integrand that survive are finite. Over the sphere's volume they contribute $O(q_0^3)$.

It remains to find the coefficient of $v=4\pi/q^2$ for an occupied and for an empty state. The static head of the polarization part is

$$W_c(0)=v\left(\frac1{\epsilon_\infty}-1\right)=-v\left(1-\frac1{\epsilon_\infty}\right)<0 .$$

### The frequency integral

Let $d=E-\varepsilon_m$ be the evaluation energy minus the energy of the intermediate state. With unit weight, the polarization part of the self-energy is

$$\Sigma_c^{\rm pol}(d)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,\frac{W_c(\omega)}{\omega+d\pm i\eta},$$

with the upper sign for an empty and the lower sign for an occupied intermediate state. The convergence factor is not needed here because $W_c$ decays at high frequency.

The time-ordered $W_c$ is even in $\omega$. Its singularities lie just below the positive and just above the negative real axis. The first and third quadrants are free of them, so the contour can be turned anticlockwise from the real to the imaginary axis. The pole of $G$ lies at $\omega=-d\mp i\eta$. For an empty state it is in the third quadrant only if $d>0$. For an occupied state it is in the first quadrant only if $d<0$.

At the band edges neither happens. Other states of the conduction band lie above its minimum, so $d\le0$ for the empty state. Other states of the valence band lie below its maximum, so $d\ge0$ for the occupied state. With $\omega=iw$ and $d\omega=i\,dw$,

$$\Sigma_c^{\rm pol}=-\frac1{2\pi}\int_{-\infty}^{\infty}dw\,\frac{W_c(iw)}{d+iw}
=-\frac1{2\pi}\int_{-\infty}^{\infty}dw\,W_c(iw)\,\frac{d-iw}{d^2+w^2}.$$

Since $W_c(iw)$ is even in $w$, the term with $-iw$ vanishes:

$$\Sigma_c^{\rm pol}=-\frac1\pi\int_0^\infty dw\,W_c(iw)\,\frac{d}{d^2+w^2}.$$

As $\mathbf q\to0$ the intermediate state approaches the state itself and $d\to0$. The Lorentzian becomes narrow, while its area on the half axis stays fixed:

$$\int_0^\infty dw\,\frac{|d|}{d^2+w^2}=\frac\pi2 .$$

Only the static value $W_c(0)$ survives:

$$\Sigma_c^{\rm pol}\to-\tfrac12W_c(0)\quad(\text{occupied},\ d\to0^+),\qquad
\Sigma_c^{\rm pol}\to+\tfrac12W_c(0)\quad(\text{empty},\ d\to0^-).$$

No particular pole form of $W_c(\omega)$ was assumed. The limit does need $W_c(iw)$ to be bounded and continuous at $w=0$, which holds in an insulator because its excitation energies stay finite while $d\to0$. The static dielectric constant appears in a fully dynamical theory because an intraband transition at $\mathbf q\to0$ transfers no energy.

### States away from the band edges

For a general $\mathbf k$, the energy difference $d$ is linear in $\mathbf q$ and takes both signs. The contour then sometimes crosses the pole of $G$. For an occupied state with $d<0$, the crossed pole adds $(i/2\pi)(2\pi i)W_c(|d|)=-W_c(|d|)$. The imaginary-axis part now tends to $+\tfrac12W_c(0)$, and the total is again $-\tfrac12W_c(0)$. For an empty state with $d>0$, the pole is encircled in the opposite sense and adds $+W_c(|d|)$, which restores $+\tfrac12W_c(0)$.

A spectral form shows that nothing irregular happens at $d=0$. Write

$$W_c(\omega)=v\int d\nu\,B(\nu)\,\frac{2\nu}{\omega^2-\nu^2},$$

where $\nu$ runs over the excitation energies contained in $W$, which start at a finite value in an insulator. Using

$$\int_0^\infty\frac{dw}{(w^2+\nu^2)(w^2+d^2)}=\frac{\pi}{2\nu|d|(\nu+|d|)}$$

in the imaginary-axis formula gives

$$\frac{\Sigma_c^{\rm pol}}v=\int d\nu\,\frac{B(\nu)}{d+\nu}\ (\text{occupied}),\qquad
\frac{\Sigma_c^{\rm pol}}v=\int d\nu\,\frac{B(\nu)}{d-\nu}\ (\text{empty}).$$

The imaginary-axis formula gives these forms directly for $d>0$ (occupied) and $d<0$ (empty). For the other sign the crossed pole must be added. For an occupied state with $d<0$, $1/(d-\nu)-2\nu/(d^2-\nu^2)=1/(d+\nu)$. For an empty state with $d>0$, $1/(d+\nu)+2\nu/(d^2-\nu^2)=1/(d-\nu)$. The same forms therefore hold on both sides of $d=0$, and both are smooth in $d$ as long as $|d|$ is below the lowest $\nu$. The part of $d$ that is linear in $\mathbf q$ is odd, and its first-order effect cancels between $\mathbf q$ and $-\mathbf q$. What remains, from the band curvature in $d$ and from the term in $d^2$, is of order $q^2$. Multiplied by $v$ it is finite and does not alter the singular term.

### Adding exchange

For an occupied intermediate state, the bare interaction gives a pole at $\omega=-d+i\eta$. The factor $e^{i\eta\omega}$ closes the contour in the upper half plane, and the result is $(i/2\pi)(2\pi i)v=-v$. For an empty state the pole is in the lower half plane and the result is zero. The complete heads are

$$\Sigma_{\rm occ}=-v+\frac v2\left(1-\frac1{\epsilon_\infty}\right)=-\frac v2\left(1+\frac1{\epsilon_\infty}\right),$$

$$\Sigma_{\rm emp}=-\frac v2\left(1-\frac1{\epsilon_\infty}\right),$$

and their difference is

$$\Sigma_{\rm emp}-\Sigma_{\rm occ}=\frac v{\epsilon_\infty}.$$

Both levels move down, the occupied one further, and so the gap opens. The occupied head can also be written as $-v/\epsilon_\infty-\tfrac v2(1-1/\epsilon_\infty)$. The second part, the Coulomb hole, is the same for both states and drops out of the gap. What remains is the screened exchange of the occupied state.

For $\epsilon_\infty=10$ the heads in units of $v$ should be $-0.55$ and $-0.45$. The program evaluates the frequency integral for a dielectric function with two oscillators, which is not of single-pole form, and finds $-0.5500$ and $-0.4500$.

### Integrating over the sphere

The volume element is $4\pi q^2dq$, which cancels the singularity:

$$\int_{|\mathbf q|<q_0}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{\epsilon_\infty q^2}
=\frac{(4\pi)^2}{8\pi^3\epsilon_\infty}\int_0^{q_0}dq=\frac{2q_0}{\pi\epsilon_\infty}.$$

Let $g(\mathbf q)$ be the whole integrand of the gap, and let $g_0$ be the constant that follows the singular term, averaged over directions if necessary:

$$g(\mathbf q)=\frac{4\pi}{\epsilon_\infty q^2}+g_0+\dots$$

The constant adds $g_0$ times the sphere's volume divided by $(2\pi)^3$, so that

$$\Delta(q_0)=\frac{2q_0}{\pi\epsilon_\infty}+\frac{g_0q_0^3}{6\pi^2}+\dots$$

### Limits and conditions

For $\epsilon_\infty=1$ there is no polarization. The result becomes $2q_0/\pi$, the bare-exchange value, and all of it comes from the occupied state. Stronger screening reduces the contribution in proportion to $1/\epsilon_\infty$. The limit $\epsilon_\infty\to\infty$ does not describe a metal, whose screening at small $q$ depends on $q$ and whose intraband excitations have no lower energy limit. Both facts violate the assumptions above.

The condition on the evaluation energy also matters. If $E$ differs from the pole of $G$ by a fixed amount $\delta$, then $d\to\delta$ instead of zero. The spectral forms then change by $-\delta\int d\nu\,B/\nu^2$ to first order, for both kinds of state. This multiplies $v$ and so alters the coefficient of the singularity in each self-energy. The first-order change is the same for both kinds of state, so it cancels in the gap if the two states have the same $\delta$. The second-order terms have opposite signs and leave $-2\delta^2\int d\nu\,B/\nu^3$ in the coefficient of $v$, which can be noticeable next to a small $1/\epsilon_\infty$. If the two values of $\delta$ differ, then to first order the coefficient of $v$ in the gap changes by $-(\delta_c-\delta_v)\int d\nu\,B/\nu^2$. For the same reason $\partial\Sigma/\partial E$ has a $1/q^2$ head. In a linearized one-shot calculation, where the self-energy correction is multiplied by a renormalization factor $Z$, omitting the sphere affects both $\Sigma$ and $Z$ in proportion to $q_0$. The prefactor of the gap error is then different, but its leading order in $q_0$ is still linear in general.

## Second half: from the sphere to the mesh error

### Symbols and results carried over

The insulator is cubic, with cell volume $\Omega$ and electronic dielectric constant $\epsilon_\infty$. The gap is the self-energy difference between the lowest empty and the highest occupied state, each taken at its own pole energy. It is the integral of $g(\mathbf q)$ over $d^3q/(2\pi)^3$, with

$$g(\mathbf q)=\frac{4\pi}{\epsilon_\infty q^2}+g_0+\dots$$

near $\mathbf q=0$. Terms odd in $\mathbf q$ cancel. A sphere of radius $q_0$ contributes $2q_0/(\pi\epsilon_\infty)$ to leading order. For an intermediate state at energy distance $d$ below the evaluation energy, the polarization part of $\Sigma/v$ is $\int d\nu\,B/(d+\nu)$ if the state is occupied and $\int d\nu\,B/(d-\nu)$ if it is empty. An occupied state has the additional exchange term $-1$.

A small sphere around $\mathbf q=0$ contributes $2q_0/(\pi\epsilon_\infty)$ to the self-energy gap to leading order, because the singular parts of the two self-energies differ by $v/\epsilon_\infty$. It remains to turn this into the error of a mesh sum that omits $\mathbf q=0$, of which the sphere accounts for only part.
